# Ion angular distribution for Maxwellian transverse velocities and fixed normal energy: a numerical check

```python
"""Ion angular distribution at a surface behind a collisionless planar sheath.

Result under test: with Maxwellian transverse velocities (temperature Ti, as an
energy) and one fixed normal energy E at the surface, tan(theta_x) = vx/vz is
Gaussian with standard deviation sigma = sqrt(Ti/(2E)). With a = E/Ti:
  projected angle   g = sec^2 exp(-tan^2/(2 sigma^2)) / (sigma sqrt(2 pi))
  polar angle       p = 2 a tan sec^2 exp(-a tan^2)
  per solid angle   I = (a/pi) sec^3 exp(-a tan^2)
For sigma^2 << 1 the projected angle itself is Gaussian with width sigma.
Energies are in eV and angles in radians unless a printed label says otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.special import erf, erfcx


def width(Ti, E):
    return np.sqrt(Ti / (2 * E))


def projected_density(angle, sigma):
    t = np.tan(angle)
    return (1 + t**2) * np.exp(-t**2 / (2 * sigma**2)) / (sigma * np.sqrt(2 * np.pi))


def polar_density(angle, a):
    t = np.tan(angle)
    return 2 * a * t * (1 + t**2) * np.exp(-a * t**2)


def solid_angle_density(angle, a):
    return a / np.pi / np.cos(angle)**3 * np.exp(-a * np.tan(angle)**2)


def outside_cone(angle, a):
    return np.exp(-a * np.tan(angle)**2)


def normal_pdf(x):
    return np.exp(-x**2 / 2) / np.sqrt(2 * np.pi)


def angle_variance(sigma):
    """Variance of arctan(vx/vz), averaged over the Gaussian velocity vx."""
    value = quad(lambda x: np.arctan(sigma * x)**2 * normal_pdf(x), 0, 12,
                 epsabs=0, epsrel=1e-12, limit=200)[0]
    return 2 * value


def fly(mass, power, vx, vy, entry_energy, drop):
    """Follow one ion through the potential drop*z**power, 0 < z < 1."""
    def motion(t, s):
        force = drop * power * max(s[2], 0.0)**(power - 1)
        return [s[3], s[4], s[5], 0.0, 0.0, force / mass]

    def surface(t, s):
        return s[2] - 1.0
    surface.terminal = True
    vz = np.sqrt(2 * entry_energy / mass)
    run = solve_ivp(motion, (0, 1 / vz), [0, 0, 0, vx, vy, vz], method="DOP853",
                    events=surface, rtol=1e-10, atol=1e-12)
    assert len(run.y_events[0]) == 1
    return run.y_events[0][0][3:]


# Model parameters of the worked example
Ti = 0.05
entry_energy = 2.0
drop = 98.0
mass_u = 40.0
cone = np.radians(2.0)
E = entry_energy + drop
a = E / Ti
sigma = width(Ti, E)

# Trajectories: normal energy and angle do not depend on profile or mass
arrival = {}
for mass in (1.0, 40.0):
    for power in (4 / 3, 2.0):
        for factor in (0.5, 2.0):
            vx = factor * np.sqrt(Ti / mass)
            v = fly(mass, power, vx, -vx, entry_energy, drop)
            assert abs(mass * v[2]**2 / 2 / E - 1) < 1e-6
            assert abs(v[0] / v[2] / (factor * sigma) - 1) < 1e-6
            arrival[mass, power] = v[2]

# Angular densities against integrals taken directly in velocity space
for Ti_test, E_test in ((Ti, E), (1.0, 2.0)):
    a_test, s_test = E_test / Ti_test, width(Ti_test, E_test)
    vth, vz = np.sqrt(Ti_test), np.sqrt(2 * E_test)   # unit ion mass

    def disk_fraction(angle):
        R = vz * np.tan(angle)
        return quad(lambda vx: normal_pdf(vx / vth) / vth
                    * erf(np.sqrt(max(R**2 - vx**2, 0)) / (vth * np.sqrt(2))),
                    -R, R, limit=200)[0]

    for k in (0.5, 1.0, 2.0):
        angle = k * s_test
        inside = disk_fraction(angle)
        assert abs(inside - (1 - outside_cone(angle, a_test))) < 1e-6
        assert abs(inside - quad(polar_density, 0, angle, args=(a_test,))[0]) < 1e-6
        one_axis = erf(vz * np.tan(angle) / (vth * np.sqrt(2))) / 2
        assert abs(one_axis - quad(projected_density, 0, angle,
                                   args=(s_test,))[0]) < 1e-8

        # Solid-angle density from a numerical Jacobian of direction -> velocity
        def transverse(theta, phi):
            n = np.array([np.sin(theta) * np.cos(phi),
                          np.sin(theta) * np.sin(phi), np.cos(theta)])
            return vz * n[:2] / n[2]
        h, phi = 1e-5, 0.7
        d_theta = (transverse(angle + h, phi) - transverse(angle - h, phi)) / (2 * h)
        d_phi = (transverse(angle, phi + h) - transverse(angle, phi - h)) / (2 * h)
        area = abs(d_theta[0] * d_phi[1] - d_theta[1] * d_phi[0]) / np.sin(angle)
        vxy = transverse(angle, phi)
        maxwell = np.exp(-(vxy @ vxy) / (2 * vth**2)) / (2 * np.pi * vth**2)
        assert abs(maxwell * area / solid_angle_density(angle, a_test) - 1) < 1e-6

    top = np.arctan(12 * s_test)
    mean = quad(lambda th: th * polar_density(th, a_test), 0, top, limit=200)[0]
    assert abs(mean / (np.pi / 2 * erfcx(np.sqrt(a_test))) - 1) < 1e-7

# Narrow-angle limit: first correction to the Gaussian and to the variance
x = np.linspace(-4, 4, 801)
deviation = []
for s in (0.02, 0.01):
    diff = s * projected_density(s * x, s) - normal_pdf(x)
    predicted = s**2 * (x**2 - x**4 / 3) * normal_pdf(x)
    deviation.append(np.max(abs(diff)))
    # the neglected terms are of relative order s**2 times a moderate number
    assert np.max(abs(diff - predicted)) < 0.02 * np.max(abs(predicted))
assert abs(deviation[0] / deviation[1] - 4) < 0.05
s = 0.02
sixth = (angle_variance(s) - s**2 + 2 * s**4) / s**6
assert abs(sixth - 23 / 3) < 0.05   # next term shifts this by about 44 s**2

# Widths for the example, from the full densities
std_exact = np.sqrt(angle_variance(sigma))
half = brentq(lambda th: projected_density(th, sigma)
              - projected_density(0.0, sigma) / 2, 0.5 * sigma, 3 * sigma)
mode = minimize_scalar(lambda th: -polar_density(th, a), bounds=(0, 5 * sigma),
                       method="bounded", options={"xatol": 1e-10}).x
rms = np.sqrt(quad(lambda th: th**2 * polar_density(th, a), 0,
                   np.arctan(12 * sigma), limit=200)[0])
mean_polar = np.pi / 2 * erfcx(np.sqrt(a))
median = np.arctan(np.sqrt(np.log(2) / a))
assert abs(std_exact / (sigma * (1 - sigma**2)) - 1) < 1e-6
assert abs(2 * half / (2 * sigma * np.sqrt(2 * np.log(2))) - 1) < 1e-3
assert abs(mode / sigma - 1) < 1e-3
assert abs(rms / np.sqrt(Ti / E) - 1) < 1e-3
assert abs(mean_polar / (sigma * np.sqrt(np.pi / 2)) - 1) < 1e-3

# Sampled ions, using the normal speed delivered by the trajectory
n = 1_000_000
rng = np.random.default_rng(7)
vx, vy = rng.normal(0, np.sqrt(Ti / 40.0), (2, n))
vz_arrival = arrival[40.0, 4 / 3]
sample_x = np.arctan2(vx, vz_arrival)
sample_polar = np.arctan2(np.hypot(vx, vy), vz_arrival)
sample_tail = np.mean(sample_polar > cone)
tail = outside_cone(cone, a)
assert abs(sample_x.std() / std_exact - 1) < 5 / np.sqrt(2 * n)
assert abs(sample_polar.mean() / mean_polar - 1) < 5 * 0.53 / np.sqrt(n)
assert abs(np.median(sample_polar) / median - 1) < 5e-3
assert abs(sample_tail - tail) < 5 * np.sqrt(tail * (1 - tail) / n)

M = mass_u * const.atomic_mass
deg = np.degrees
print(f"transverse temperature Ti = {Ti:.3f} eV")
print(f"entry normal energy = {entry_energy:.1f} eV")
print(f"sheath potential drop = {drop:.1f} V")
print(f"normal energy at surface E = {E:.1f} eV")
print(f"ion mass = {mass_u:.1f} u")
print(f"ratio E/Ti = {a:.1f}")
print(f"thermal speed per axis = {np.sqrt(Ti * const.e / M):.1f} m/s")
print(f"normal speed at surface = {np.sqrt(2 * E * const.e / M):.1f} m/s")
for power, name in ((4 / 3, "4/3"), (2.0, "2")):
    energy = 40.0 * arrival[40.0, power]**2 / 2
    print(f"trajectory normal energy, profile power {name} = {energy:.5f} eV")
print(f"sigma = sqrt(Ti/(2E)) = {1e3 * sigma:.4f} mrad = {deg(sigma):.4f} deg")
print(f"exact std of projected angle = {deg(std_exact):.4f} deg")
print(f"relative shortfall of exact std = {1 - std_exact / sigma:.3e}")
print(f"FWHM of projected angle = {deg(2 * half):.4f} deg")
print(f"most probable polar angle = {deg(mode):.4f} deg")
print(f"median polar angle = {deg(median):.4f} deg")
print(f"mean polar angle = {deg(mean_polar):.4f} deg")
print(f"rms polar angle = {deg(rms):.4f} deg")
print(f"cone half-angle = {deg(cone):.1f} deg")
print(f"fraction outside cone, formula = {tail:.5f}")
print(f"number of sampled ions = {n}")
print(f"fraction outside cone, sampled = {sample_tail:.5f}")
print(f"std of projected angle, sampled = {deg(sample_x.std()):.4f} deg")
print(f"mean polar angle, sampled = {deg(sample_polar.mean()):.4f} deg")
for energy in (25.0, 100.0, 400.0):
    s = width(Ti, energy)
    print(f"E = {energy:.0f} eV: sigma = {deg(s):.4f} deg, "
          f"outside cone = {outside_cone(cone, energy / Ti):.3e}")
wide = width(1.0, 2.0)
print(f"E/Ti = 2: narrow-angle sigma = {deg(wide):.2f} deg")
print(f"E/Ti = 2: exact std of angle = {deg(np.sqrt(angle_variance(wide))):.2f} deg")
print(f"sixth-order variance coefficient at sigma 0.02 = {sixth:.3f}")
print("verified")
```

Output:

```
transverse temperature Ti = 0.050 eV
entry normal energy = 2.0 eV
sheath potential drop = 98.0 V
normal energy at surface E = 100.0 eV
ion mass = 40.0 u
ratio E/Ti = 2000.0
thermal speed per axis = 347.3 m/s
normal speed at surface = 21964.2 m/s
trajectory normal energy, profile power 4/3 = 100.00000 eV
trajectory normal energy, profile power 2 = 100.00000 eV
sigma = sqrt(Ti/(2E)) = 15.8114 mrad = 0.9059 deg
exact std of projected angle = 0.9057 deg
relative shortfall of exact std = 2.498e-04
FWHM of projected angle = 2.1336 deg
most probable polar angle = 0.9061 deg
median polar angle = 1.0665 deg
mean polar angle = 1.1351 deg
rms polar angle = 1.2807 deg
cone half-angle = 2.0 deg
fraction outside cone, formula = 0.08726
number of sampled ions = 1000000
fraction outside cone, sampled = 0.08734
std of projected angle, sampled = 0.9055 deg
mean polar angle, sampled = 1.1346 deg
E = 25 eV: sigma = 1.8119 deg, outside cone = 5.435e-01
E = 100 eV: sigma = 0.9059 deg, outside cone = 8.726e-02
E = 400 eV: sigma = 0.4530 deg, outside cone = 5.796e-05
E/Ti = 2: narrow-angle sigma = 28.65 deg
E/Ti = 2: exact std of angle = 24.28 deg
sixth-order variance coefficient at sigma 0.02 = 7.649
verified
```
